# Why Renormalized Forward Euler Steps Tilt a Precessing Spin

**Q:** I simulate one magnetic moment in a static field with forward Euler. I know that Euler steps make the vector longer, so I divide by its length after every step. With the length repaired and no damping in the equation, the precession should be right, apart perhaps from a small timing error. Do you agree?

**A:** The division repairs the length, but precession conserves a second quantity that it does not repair. Let $\mathbf m$ be the unit vector along the magnetic moment and $\mathbf b$ the unit vector along the uniform, static field $B$. The undamped equation is

$$\frac{d\mathbf m}{dt}=\omega\,\mathbf b\times\mathbf m,\qquad \omega=\gamma B,\qquad \gamma=\frac{g\mu_B}{\hbar}>0 .$$

I follow the moment; the electron's angular momentum points the opposite way and precesses in the same sense. Take the scalar product of the equation with $\mathbf m$, then with $\mathbf b$. The right side vanishes both times, because $\mathbf b\times\mathbf m$ is perpendicular to both vectors:

$$\frac{d|\mathbf m|^2}{dt}=0,\qquad \frac{d(\mathbf b\cdot\mathbf m)}{dt}=0 .$$

The first law, $|\mathbf m|=1$, is the one you enforce. The second says that the angle $\theta$ between moment and field is constant. Nothing in your procedure enforces that.

**Q:** But the Euler increment is itself along $\mathbf b\times\mathbf m$. It has no component along the field, so $\mathbf b\cdot\mathbf m$ is conserved by the step.

**A:** By the raw step, yes. Follow it through the division. Write $a=\omega h$ for a time step $h$, and split $\mathbf m$ into a part along $\mathbf b$, of size $\cos\theta$, and a perpendicular part $\mathbf m_\perp$, of length $\sin\theta$. The raw step is

$$\mathbf m'=\mathbf m+a\,\mathbf b\times\mathbf m .$$

The parallel part stays at $\cos\theta$. The increment has length $a\sin\theta$ and is at right angles to $\mathbf m_\perp$, so by Pythagoras the perpendicular length becomes

$$\sqrt{\sin^2\theta+a^2\sin^2\theta}=\sqrt{1+a^2}\,\sin\theta .$$

The raw vector therefore has the correct height along the field and too large a distance from the axis. Its squared length is $\cos^2\theta+(1+a^2)\sin^2\theta=1+a^2\sin^2\theta$. Dividing by that length gives

$$\cos\theta'=\frac{\cos\theta}{\sqrt{1+a^2\sin^2\theta}},\qquad
\sin\theta'=\frac{\sqrt{1+a^2}\,\sin\theta}{\sqrt{1+a^2\sin^2\theta}} .$$

So the division spoils the height that the raw step had kept. What it cannot change is the ratio of the two parts, since both are divided by the same number:

$$\tan\theta'=\sqrt{1+a^2}\,\tan\theta .$$

**Q:** Then the errors accumulate in one direction?

**A:** They do. The factor is the same at every step, so after $n$ steps

$$\tan\theta_n=(1+a^2)^{n/2}\tan\theta_0 .$$

This is exact for the renormalized Euler map in a uniform static field, at any $a>0$. If $0<\theta_0<90^\circ$, the tangent grows without bound and $\theta_n$ rises to $90^\circ$. If $90^\circ<\theta_0<180^\circ$, the tangent is negative, its magnitude grows, and $\theta_n$ falls to $90^\circ$. Either way the moment goes to the equator, defined relative to the field axis.

At the poles the increment is zero and the moment stays, but any small tilt is multiplied by the same factor, so the poles are unstable. On the equator the parallel part is zero and remains zero. If $a\,|\tan\theta|$ is very large, a single step lands almost on the equator.

**Q:** I still find it odd. I thought of the Euler error as a length error, which the division should remove.

**A:** Compare the step with the true motion to second order. Differentiating the equation once more gives

$$\mathbf m(t+h)=\mathbf m+a\,\mathbf b\times\mathbf m+\frac{a^2}{2}\,\mathbf b\times(\mathbf b\times\mathbf m)+O(a^3),$$

and $\mathbf b\times(\mathbf b\times\mathbf m)=\mathbf b(\mathbf b\cdot\mathbf m)-\mathbf m=-\mathbf m_\perp$. This is the centripetal term that bends the path into a circle. Euler omits it, so its error is $+\tfrac12a^2\mathbf m_\perp$, pointing straight away from the field axis.

That error is not, in general, along $\mathbf m$. Its component along $\mathbf m$ is $\tfrac12a^2\,\mathbf m_\perp\!\cdot\mathbf m=\tfrac12a^2\sin^2\theta$, and the division removes this. The rest has length

$$\frac{a^2}{2}\sqrt{\sin^2\theta-\sin^4\theta}=\frac{a^2}{2}\sin\theta\,|\cos\theta| ,$$

and lies along the sphere, towards the equator. It survives. On the equator $\mathbf m_\perp=\mathbf m$, the error is purely one of length, and your argument holds for the polar angle there.

**Q:** Would it help to renormalize less often, or more carefully?

**A:** Not in this problem. The raw step is linear in $\mathbf m$: a vector scaled by a positive number before the step comes out scaled by the same number. Dividing at every step, or once at the end, therefore gives the same direction. Without any division, the length after $n$ steps is

$$|\mathbf m_n|=\sqrt{\cos^2\theta_0+(1+a^2)^n\sin^2\theta_0}.$$

The growing length is at least a visible warning. Renormalization hides it and leaves the direction as wrong as before. If the field depends on $\mathbf m$, the step is no longer linear and the two procedures can differ.

**Q:** And the timing error I was willing to accept?

**A:** It is present too. In the perpendicular plane, represent $\mathbf m_\perp$ by a complex number $u$, with multiplication by $i$ standing for a quarter turn about $\mathbf b$. The Euler step is $u'=(1+ia)u$. It turns $u$ by $\arctan a$, where the true motion turns it by $a$. The lag per step is

$$a-\arctan a=\frac{a^3}{3}+O(a^5).$$

Division by a positive length does not alter it. It occurs on the equator as well, so even there the precession is not correct.

**Q:** Forward Euler is supposed to converge, though. Does this contradict that?

**A:** No. Hold the total time $T=nh$ fixed and take the logarithm of the result:

$$\ln\frac{\tan\theta_n}{\tan\theta_0}=\frac{T}{2h}\ln(1+\omega^2h^2)\approx\frac{\omega^2hT}{2}\qquad(a\ll1).$$

This goes to zero with $h$. When the total drift is small, use $d\ln\tan\theta=d\theta/(\sin\theta\cos\theta)$ to obtain

$$\delta\theta\approx\frac{\omega^2hT}{2}\sin\theta_0\cos\theta_0=\frac{\omega^2hT}{4}\sin2\theta_0 .$$

The error is of first order in $h$, as expected of Euler, but it also grows with $T$. A small $a$ is not enough; $\omega^2hT$ must be small. In a test over 0.1 ns, with the field and starting angle of the example below, halving the step from 0.02 to 0.01 ps reduced the angular error by a factor of 2.002.

**Q:** Give me numbers for something like a memory element. I would have used a 1 ps step.

**A:** Take a cobalt dot 30 nm in diameter and 1 nm thick, in 0.5 T along the film normal, with $g=2.2$. Then $\omega=0.09674$ rad/ps and the period is 64.95 ps. Your step gives about 65 points per turn, with $a=0.09674$, which looks well resolved. Start at $30^\circ$.

One step multiplies the tangent by $\sqrt{1+0.09674^2}=1.004668$ and moves the angle to $30.116^\circ$. The change is easy to overlook. After 200 steps the angle is $55.69^\circ$, after 500 steps $80.42^\circ$, and after 1000 steps, or 1 ns, $89.06^\circ$. A start at $150^\circ$ ends at $90.94^\circ$, the mirror image. The true undamped angle is still $30^\circ$.

The drift rate of $\ln\tan\theta$ is 4.657 per ns; the small-step estimate $\omega^2h/2$ gives 4.68 per ns. Had you not renormalized, the vector would have reached a length of 52.67. The phase lag after 1 ns is $17.2^\circ$, against $1000\,a^3/3=0.302$ rad, or $17.3^\circ$, from the leading term.

**Q:** What does a smaller step buy?

**A:** With the same field, start and run time, a 0.1 ps step ends at $42.67^\circ$ and a 0.01 ps step at $31.17^\circ$. For the last, the linear formula gives

$$\delta\theta\approx\frac{(0.09674)^2(0.01)(1000)}{4}\sin60^\circ=0.0203\ \text{rad}=1.16^\circ,$$

close to the computed $1.17^\circ$. To hold the error to $1^\circ$ over 1 ns you need a step of 8.53 fs, that is 117,224 steps for about 15 turns.

The energy shows the same fault. With magnetization $M_s$ and volume $V$, the field energy is $-M_sVB\cos\theta$. For $M_s=1.4$ MA/m, $M_sVB=119.5\,k_BT$ at 300 K. The 1 ps run raises the energy by

$$119.5\,(\cos30^\circ-\cos89.06^\circ)\,k_BT\approx101.5\,k_BT,$$

although the equation conserves it.

**Q:** So the integrator behaves like negative damping. Could I compensate by adding some positive damping?

**A:** Not with one constant for all starting angles. Write real damping in the Landau–Lifshitz form,

$$\frac{d\mathbf m}{dt}=\omega\left[\mathbf b\times\mathbf m+\lambda\big(\mathbf b-(\mathbf b\cdot\mathbf m)\mathbf m\big)\right],\qquad\lambda>0 .$$

Let $c=\cos\theta$. The scalar product with $\mathbf b$ gives $dc/dt=\omega\lambda(1-c^2)$, so over one short step damping changes $c$ by $a\lambda(1-c^2)$. The undamped Euler map changes it by

$$\frac{c}{\sqrt{1+a^2(1-c^2)}}-c\approx-\frac{a^2}{2}\,c\,(1-c^2).$$

Equating the two defines a numerical damping

$$\lambda_{\rm num}=-\frac a2\cos\theta .$$

It is negative in the hemisphere around $+\mathbf b$ and positive in the other. At $30^\circ$ with your step, one step gives $-0.0418$. For a start at $\theta_0<90^\circ$, the constant $\lambda=\tfrac a2\cos\theta_0$ cancels the drift to leading order, because the true undamped motion stays at that angle. The same constant fails for any other starting angle, and a start beyond the equator would need a negative one.

**Q:** My production runs do include damping, about 0.01. Surely that pulls the moment to the field in the end?

**A:** Only if the step is small enough. Adding the two rates, to leading order,

$$\frac{dc}{dt}\approx\omega(1-c^2)\left(\lambda-\frac{a}{2}c\right).$$

If $a>2\lambda$, the bracket vanishes at $c\approx2\lambda/a<1$, and the moment stops on a cone instead of reaching the field.

The threshold can be found without that approximation. Close to $+\mathbf b$, to first order in the tilt, the damped step is $u'=(1-a\lambda+ia)u$; the change of length is of second order in the tilt. The tilt grows when

$$(1-a\lambda)^2+a^2>1\ \Longleftrightarrow\ a^2(1+\lambda^2)>2a\lambda\ \Longleftrightarrow\ a>\frac{2\lambda}{1+\lambda^2}.$$

For $\lambda=0.01$ and this field, the largest step with a stable pole is 0.207 ps. Your 1 ps step is nearly five times that.

**Q:** Where does the cone lie, beyond leading order?

**A:** Let $s^2=1-c^2$. The precession and damping increments have lengths $as$ and $a\lambda s$, and they are perpendicular to each other and to $\mathbf m$. The raw vector thus has squared length $1+a^2(1+\lambda^2)s^2$ and component $c+a\lambda s^2$ along $\mathbf b$. A stationary angle requires

$$c+a\lambda s^2=c\sqrt{1+a^2(1+\lambda^2)s^2}.$$

Square both sides, cancel $c^2$, and divide by $as^2$, which is nonzero off the poles:

$$2\lambda c+a\lambda^2s^2=a(1+\lambda^2)c^2 .$$

Inserting $s^2=1-c^2$ gives $a(1+2\lambda^2)c^2-2\lambda c-a\lambda^2=0$. With $S=\sqrt{1+a^2(1+2\lambda^2)}$ the roots are

$$c_\pm=\frac{\lambda(1\pm S)}{a(1+2\lambda^2)} .$$

Squaring may have added a root, so check signs. Since $S^2-1=a^2(1+2\lambda^2)$, the negative root is $c_-=-a\lambda/(1+S)$. As $S>a\sqrt{1+2\lambda^2}$, we have $c_-^2<\lambda^2/(1+2\lambda^2)<\tfrac12$. The left side of the unsquared condition is then

$$c_-+a\lambda(1-c_-^2)=a\lambda\left(\frac{S}{1+S}-c_-^2\right)>0,$$

because $S/(1+S)>\tfrac12$. The right side is negative, so $c_-$ is discarded. The cone is at $\cos\theta^*=c_+$. The quadratic is negative at $c=0$ and equals $a(1+\lambda^2)-2\lambda$ at $c=1$, so $c_+<1$ under the same condition that makes the pole unstable.

For your step $\cos\theta^*=0.2072$, against $2\lambda/a=0.2068$, so $\theta^*=78.04^\circ$. Runs of 10,000 steps from $30^\circ$ and from $150^\circ$ both ended there. A steady precession at $78^\circ$ could be taken for a driven oscillation, but nothing in the equation drives it.

**Q:** How far can I trust the cobalt example as a picture of a real dot?

**A:** As a test of the integrator, fully; as a forecast, not without the omitted effects. The material values are rough typical ones for ultrathin cobalt, and I assume that interface anisotropy nearly cancels the shape anisotropy of the dot. A damping of 0.01 is on the low side for cobalt touching a heavy metal such as platinum.

- **Damping** is absent from the undamped example but present in a real dot. From $dc/dt$ above, $d\theta/dt=-\omega\lambda\sin\theta$, which integrates to $\tan(\theta/2)=\tan(\theta_0/2)\,e^{-\lambda\omega t}$. In the applied field alone, the angle after 1 ns is $11.6^\circ$, not $30^\circ$; the residual anisotropy of the next point would lower it to about $10.6^\circ$. Damped Euler with your step gives $77.0^\circ$: it moves the wrong way.
- **Residual anisotropy** along the normal, taken as 50 mT, adds a field proportional to $\cos\theta$ along the same axis. It speeds the true precession by 8.7% and leaves the true undamped angle at $30^\circ$. The undamped Euler result changes from $89.06^\circ$ to $89.26^\circ$. The 50 mT is an assumed value for the dot itself. A value measured on an extended film cannot be carried over, because the shape anisotropy field, the difference between the demagnetizing fields along the normal and in the plane, is weaker by roughly 0.24 T in a dot this small.
- **Thermal noise** spreads the direction with a diffusion constant $D$. In equilibrium the density per solid angle is proportional to $e^{\kappa\cos\theta}$, with $\kappa=M_sVB/k_BT=119.5$. Its diffusion current must balance the damping drift, so $D\kappa=\lambda\omega$. Free diffusion for 1 ns gives $\sqrt{2Dt}=7.3^\circ$ along each tangent direction. This leaves out the restoring effect of damping and so overstates the spread: even in equilibrium about the field it is only $1/\sqrt{\kappa}=0.0915$ rad, or $5.2^\circ$.
- **Nonuniform motion** is opposed by exchange. For stiffness $A=15$ pJ/m and free edges, the lowest nonuniform mode across the disc has $k=1.841/R$, with $R$ the radius, and an exchange field $2Ak^2/M_s=0.32$ T. The applied field is not the one to compare it with: being uniform, it turns all parts of the dot alike. What pulls the parts out of step is the variation of the internal field, above all the demagnetizing field, which for a moment along the normal weakens by some tenths of a tesla close to the rim. For a uniform moment this variation is the same at opposite points of the disc, so it does not directly drive the mode above, which is antisymmetric. The weakening of the normal field at the rim is axially symmetric and drives radial modes, the lowest with $k=3.832/R$ and an exchange field of 1.40 T. For a tilted moment the in-plane demagnetizing field also has a twofold part near the rim, which can reach the mode with $k=3.054/R$ and an exchange field of 0.89 T. The single-moment picture is therefore reasonable but not assured. I have not computed how nonuniform motion would shift the angle.

**Q:** What should I use in place of Euler?

**A:** For the undamped static field, compare two methods at the same 1 ps step. Heun's method averages the slope at the start with the slope at an Euler predictor. If the predictor is not normalized,

$$u'=\left[1+\frac{ia}{2}\big(1+(1+ia)\big)\right]u=\left(1+ia-\frac{a^2}{2}\right)u .$$

The squared growth factor is $(1-a^2/2)^2+a^2=1+a^4/4$. The centripetal term is now present, and the $a^2$ growth cancels. With renormalization after the full step, a drift to the equator remains, but it is much weaker: $30.27^\circ$ after 1 ns.

The implicit midpoint rule evaluates the torque at the average of the old and new vectors:

$$u'-u=\frac{ia}{2}(u+u')\quad\Longrightarrow\quad u'=\frac{1+ia/2}{1-ia/2}\,u .$$

Numerator and denominator have equal modulus, so the perpendicular length is preserved. The parallel part is untouched. Length and polar angle are both conserved with no renormalization, and the run ends at $30.00^\circ$. The turn per step is $2\arctan(a/2)$, which lags by about $a^3/12$, a quarter of Euler's lag; over 1 ns this amounts to $4.3^\circ$.

**Q:** So what should I check in my own code, if unit length tells me nothing?

**A:** Switch off damping, noise, drive and every field that depends on $\mathbf m$, such as anisotropy, keep the applied field static, start well away from the poles and the equator, and record $\mathbf b\cdot\mathbf m$ for as long as your real runs last. A steady loss of its magnitude is the fault we have discussed. A steady gain is an integrator error too: the classical fourth-order Runge–Kutta method with renormalization drifts towards the poles for $a<2\sqrt2$, though very slowly at small steps. Then compare the phase with $\omega t$, because a method can hold the angle and still precess too slowly. Most of the values for this example are collected in the numerical output below.

## Numbers as computed

```
g factor (rough): 2.2
applied field: 0.50 T
angular precession rate: 0.09674 rad/ps
precession period: 64.95 ps
initial polar angle: 30.0 deg
run time: 1.0 ns
a at 1 ps step: 0.09674 rad
perpendicular growth per 1 ps step: 1.004668
true polar angle after run: 30.0000 deg
Euler angle after 1 steps of 1 ps: 30.116 deg
Euler angle after 200 steps of 1 ps: 55.690 deg
Euler angle after 500 steps of 1 ps: 80.421 deg
Euler angle after 1 ns, step 1.00 ps: 89.058 deg
Euler angle after 1 ns, step 0.10 ps: 42.669 deg
Euler angle after 1 ns, step 0.01 ps: 31.174 deg
Euler angle after 1 ns from 150 deg, 1 ps step: 90.942 deg
raw Euler length after 1 ns, 1 ps step: 52.671 (no unit)
phase lag after 1 ns, 1 ps step: 17.192 deg
error ratio on halving step, 0.1 ns run: 2.0023
drift rate of ln tan(theta), 1 ps step: 4.6571 1/ns
equivalent damping at 30 deg, 1 ps: -0.04181
step for 1 deg error after 1 ns: 8.531 fs
steps needed for that run: 117224
Heun angle after 1 ns, 1 ps step: 30.2723 deg
implicit midpoint angle, same run: 30.0000 deg
implicit midpoint phase lag: 4.316 deg
damping constant (rough): 0.010 (no unit)
true damped angle after 1 ns: 11.630 deg
damped Euler angle after 1 ns, 1 ps step: 76.952 deg
false stationary cone angle, 1 ps step: 78.042 deg
cosine of false cone angle: 0.20719
estimate 2*lam/a of that cosine: 0.20675
largest step with stable pole: 0.2067 ps
residual anisotropy field (rough): 50 mT
precession rate shift from it: 8.66 percent
true angle with it after 1 ns: 30.0000 deg
Euler angle with it, 1 ps step: 89.260 deg
dot diameter: 30 nm
dot thickness: 1.0 nm
saturation magnetization (rough): 1.40 MA/m
exchange stiffness (rough): 15 pJ/m
temperature: 300 K
field energy scale Ms*V*B: 119.5 kT
false energy gain after 1 ns, 1 ps step: 101.5 kT
free-diffusion rms angle per axis in 1 ns: 7.29 deg
exchange field of lowest nonuniform mode: 0.323 T
```
